# The critical angle for X-ray total external reflection from electron density: a numerical check

```python
"""
Result under test: X-rays of photon energy omega that meet a medium of mean
electron density rho are totally reflected below the grazing angle theta_c,
    sin(theta_c) = omega_p/omega,   omega_p^2 = 4 pi rho,
    theta_c = sqrt(2 delta) to leading order, with index n = 1 - delta.
Hartree atomic units; c = 1/(fine-structure constant); time factor exp(-i omega t).
beta is the imaginary part of the index (absorption).

Independent road: the medium is a semi-infinite stack of thin electron sheets,
solved by transfer matrices for (E, dE/dz), with no refractive index. A sheet
makes dE/dz jump by strength*E, strength = 4 pi rho spacing / c^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

c = 1.0 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
r_e = const.physical_constants["classical electron radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]

rho = 0.2          # electrons per cubic bohr
omega = 300.0      # photon energy, hartree
spacing = 4.0      # distance between electron sheets, bohr
omega_bound = 30.0  # binding frequency used to test the free-electron limit


def cell_matrix(theta, density, energy, d, beta=0.0):
    """Half gap, electron sheet, half gap."""
    q = energy / c * np.sin(theta)
    h = q * d / 2
    gap = np.array([[np.cos(h), np.sin(h) / q], [-q * np.sin(h), np.cos(h)]])
    strength = 4 * np.pi * density * d / c**2 - 2j * beta * (energy / c)**2 * d
    sheet = np.array([[1, 0], [strength, 1]], dtype=complex)
    return gap @ sheet @ gap


def stack_edge(density, energy, d):
    """Angle at which waves in the stack change from decaying to travelling."""
    guess = np.sqrt(4 * np.pi * density) / energy

    def excess(theta):
        return np.trace(cell_matrix(theta, density, energy, d)).real / 2 - 1
    return brentq(excess, 0.5 * guess, 1.5 * guess, xtol=1e-15)


def stack_reflectivity(theta, d, beta=0.0):
    """The two Bloch waves give r and a partner of inverse modulus;
    the physical one carries no energy out of the medium, so |r| <= 1."""
    q = omega / c * np.sin(theta)
    vectors = np.linalg.eig(cell_matrix(theta, rho, omega, d, beta))[1]
    slopes = vectors[1] / vectors[0]
    return np.min(np.abs((1j * q - slopes) / (1j * q + slopes))**2)


def fresnel_reflectivity(theta, n_squared):
    normal_out = np.sin(theta)
    normal_in = np.sqrt(n_squared - np.cos(theta)**2 + 0j)
    return abs((normal_out - normal_in) / (normal_out + normal_in))**2


# Derived formulas
omega_p = np.sqrt(4 * np.pi * rho)
n_squared = 1 - (omega_p / omega)**2
delta = 1 - np.sqrt(n_squared)
theta_c = np.arcsin(omega_p / omega)
theta_small = np.sqrt(2 * delta)
wavelength = 2 * np.pi * c / omega

# Polarizability from the equation of motion in a unit field. The sampled time
# holds whole periods of both motions, so the free oscillation projects out.
duration = 2 * np.pi / omega_bound
times = np.arange(4000) * duration / 4000
motion = solve_ivp(
    lambda t, y: [y[1], -omega_bound**2 * y[0] - np.cos(omega * t)],
    (0, duration), [0.0, 0.0], t_eval=times, method="DOP853",
    rtol=1e-10, atol=1e-14)
assert motion.success
polarizability = -2 * np.mean(motion.y[0] * np.cos(omega * times))
assert abs(polarizability * (omega_bound**2 - omega**2) - 1) < 1e-5
binding_ratio = -polarizability * omega**2

# Density formula in SI units; the neglected term is of relative size delta/2
delta_SI = r_e * (wavelength * bohr)**2 * (rho / bohr**3) / (2 * np.pi)
assert abs(delta_SI / delta - 1) < delta

# Critical angle of the sheet stack, and the effect of the sheet spacing
edge = stack_edge(rho, omega, spacing)
shift = edge / theta_c - 1
shift_double = stack_edge(rho, omega, 2 * spacing) / theta_c - 1
assert abs(shift) < 2e-4
assert abs(shift_double / shift - 4) < 0.02
# Scaling with density and photon energy, up to the small spacing effect
density_scaling = stack_edge(4 * rho, omega, spacing) / edge
energy_scaling = stack_edge(rho, 2 * omega, spacing) / edge
assert abs(density_scaling - 2) < 2e-3
assert abs(energy_scaling - 0.5) < 1e-3

# Leading correction to sqrt(2 delta), in high precision
mp.mp.dps = 40
small = mp.mpf("1e-4")
coefficient = (mp.acos(1 - small) / mp.sqrt(2 * small) - 1) / small
assert abs(coefficient - mp.mpf(1) / 12) < 1e-5
delta_mp = 1 - mp.sqrt(1 - 4 * mp.pi * mp.mpf(rho) / mp.mpf(omega)**2)
small_angle_error = float(mp.sqrt(2 * delta_mp) / mp.acos(1 - delta_mp) - 1)

# Decay length of the field at half the critical angle
half_angle = 0.5 * theta_c
multipliers = np.linalg.eigvals(cell_matrix(half_angle, rho, omega, spacing))
decay_stack = -spacing / np.log(np.min(np.abs(multipliers)))
decay_formula = c / np.sqrt(omega_p**2 - (omega * np.sin(half_angle))**2)
assert abs(decay_stack / decay_formula - 1) < 1e-3

# Reflectivity without absorption on both sides of the edge
curve = []
for factor in (0.5, 0.9, 1.1, 2.0):
    from_stack = stack_reflectivity(factor * theta_c, spacing)
    from_fresnel = fresnel_reflectivity(factor * theta_c, n_squared)
    assert abs(from_stack - from_fresnel) < 1e-3
    if factor < 1:
        assert abs(from_stack - 1) < 1e-6
    else:
        assert from_stack < 0.5
    curve.append((factor, from_stack, from_fresnel))

# Reflectivity at the edge with absorption; finely spaced sheets keep the
# spacing effect well below the effect of absorption
absorbing = []
for ratio in (1e-4, 1e-2, 1e-1):
    from_stack = stack_reflectivity(theta_small, 0.25, ratio * delta)
    x = np.sqrt(ratio / 2)
    from_formula = ((1 - x)**2 + x**2) / ((1 + x)**2 + x**2)
    assert abs(from_stack - from_formula) < 2e-3
    absorbing.append((ratio, from_stack, from_formula, 1 - 4 * x))
assert abs(absorbing[0][1] - absorbing[0][3]) < 2e-3

print(f"electron density rho = {rho:.3f} bohr^-3")
print(f"photon energy omega = {omega:.1f} hartree")
print(f"photon energy, converted = {omega * hartree_eV / 1000:.4f} keV")
print(f"speed of light c = {c:.4f} a.u.")
print(f"wavelength = {wavelength:.4f} bohr")
print(f"plasma frequency omega_p = {omega_p:.5f} hartree")
print(f"ratio omega_p/omega = {omega_p / omega:.8f}")
print(f"delta = {delta:.6e}")
print(f"delta from r_e lambda^2 rho/(2 pi) = {delta_SI:.6e}")
print(f"theta_c = arcsin(omega_p/omega) = {theta_c:.8f} rad")
print(f"theta_c, converted = {np.degrees(theta_c):.5f} degree")
print(f"sqrt(2 delta) = {theta_small:.8f} rad")
print(f"relative error of sqrt(2 delta) = {small_angle_error:.3e}")
print(f"correction coefficient at delta = 1e-4: {float(coefficient):.7f}")
print(f"binding frequency tested = {omega_bound:.1f} hartree")
print(f"polarizability from motion = {polarizability:.6e} a.u.")
print(f"free-electron value -1/omega^2 = {-1 / omega**2:.6e} a.u.")
print(f"bound/free polarizability ratio = {binding_ratio:.5f}")
print(f"resulting theta_c ratio = {np.sqrt(binding_ratio):.5f}")
print(f"sheet spacing = {spacing:.1f} bohr")
print(f"edge of sheet stack = {edge:.8f} rad")
print(f"relative edge shift from sheets = {shift:.3e}")
print(f"same shift at doubled spacing = {shift_double:.3e}")
print(f"edge ratio for fourfold density = {density_scaling:.5f}")
print(f"edge ratio for doubled energy = {energy_scaling:.5f}")
print(f"length c/omega_p = {c / omega_p:.3f} bohr")
print(f"decay length at theta_c/2, formula = {decay_formula:.3f} bohr")
print(f"decay length at theta_c/2, stack = {decay_stack:.3f} bohr")
for factor, a, b in curve:
    print(f"R at {factor:.1f} theta_c: stack {a:.5f}, Fresnel {b:.5f}")
print("R at sqrt(2 delta) with absorption (sheet spacing 0.25 bohr):")
for ratio, a, b, e in absorbing:
    print(f"beta/delta {ratio:.0e}: stack {a:.4f}, formula {b:.4f}, 1-4x {e:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
electron density rho = 0.200 bohr^-3
photon energy omega = 300.0 hartree
photon energy, converted = 8.1634 keV
speed of light c = 137.0360 a.u.
wavelength = 2.8701 bohr
plasma frequency omega_p = 1.58533 hartree
ratio omega_p/omega = 0.00528444
delta = 1.396273e-05
delta from r_e lambda^2 rho/(2 pi) = 1.396263e-05
theta_c = arcsin(omega_p/omega) = 0.00528446 rad
theta_c, converted = 0.30278 degree
sqrt(2 delta) = 0.00528445 rad
relative error of sqrt(2 delta) = -1.164e-06
correction coefficient at delta = 1e-4: 0.0833352
binding frequency tested = 30.0 hartree
polarizability from motion = -1.122334e-05 a.u.
free-electron value -1/omega^2 = -1.111111e-05 a.u.
bound/free polarizability ratio = 1.01010
resulting theta_c ratio = 1.00504
sheet spacing = 4.0 bohr
edge of sheet stack = 0.00528399 rad
relative edge shift from sheets = -8.922e-05
same shift at doubled spacing = -3.568e-04
edge ratio for fourfold density = 1.99949
edge ratio for doubled energy = 0.50000
length c/omega_p = 86.440 bohr
decay length at theta_c/2, formula = 99.812 bohr
decay length at theta_c/2, stack = 99.824 bohr
R at 0.5 theta_c: stack 1.00000, Fresnel 1.00000
R at 0.9 theta_c: stack 1.00000, Fresnel 1.00000
R at 1.1 theta_c: stack 0.16952, Fresnel 0.16961
R at 2.0 theta_c: stack 0.00517, Fresnel 0.00516
R at sqrt(2 delta) with absorption (sheet spacing 0.25 bohr):
beta/delta 1e-04: stack 0.9723, formula 0.9721, 1-4x 0.9717
beta/delta 1e-02: stack 0.7544, formula 0.7544, 1-4x 0.7172
beta/delta 1e-01: stack 0.4219, formula 0.4219, 1-4x 0.1056
ALL CHECKS PASSED
```
